# Z2 invariant without inversion from largest-gap tracking of Wannier centres

## Definitions and conventions

Consider a two-dimensional crystal of independent electrons with a direct gap at every wavevector, $N$ occupied bands, and time reversal $\Theta=YK$. Here $Y=i s_y$ acts on spin, $K$ is complex conjugation, and $\Theta^2=-1$. Inversion symmetry is not assumed, so parity eigenvalues are not available. I set $\hbar=1$; numbers are in eV and angstrom.

Write $\mathbf k=\kappa_1\mathbf b_1+\kappa_2\mathbf b_2$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The columns of $V(\kappa_1,\kappa_2)$ are the occupied eigenvectors of a Hamiltonian periodic in both $\kappa$. Orbitals have positions $\tau$ along $\mathbf a_1$, in units of $a_1$. On a string of fixed $\kappa_2$ with spacing $\delta\kappa_1$, form

$$M_j=V_j^\dagger e^{-2\pi i\tau\,\delta\kappa_1}V_{j+1},\qquad W=\prod_j U_j,$$

where $U_j$ is the unitary polar factor of $M_j$. The eigenvalues of $W$ are $e^{-2\pi i x_n}$, and the $x_n(\kappa_2)$, defined modulo 1, are the hybrid Wannier centres. One isolated orbital has constant $V$, giving $W=e^{-2\pi i\tau}$ and $x=\tau$; this fixes the sign of the position phase.

## Half the zone is enough

Time reversal allows $V(-\kappa)=YV(\kappa)^*g(\kappa)$ with $g$ unitary. Inserting this into an overlap turns $M$ into its transpose between factors $g^\dagger$ and $g$. The string at $-\kappa_2$ is traversed in the opposite order, so its loop is $g^\dagger W(\kappa_2)^Tg$, which has the same spectrum. Hence the sets $x(\kappa_2)$ and $x(-\kappa_2)$ agree.

At $\kappa_2=0$ and $1/2$ a string maps to itself, so $gW=W^Tg$, with $g$ taken at $\kappa_1=0$. There $V=YV^*g$; using this relation twice gives $V=-Vg^*g$, hence $g^T=-g$. Then $(gW)^T=-W^Tg=-gW$, and

$$\det(W-\lambda)=\frac{\det(gW-\lambda g)}{\det g}=\frac{[\mathrm{Pf}(gW-\lambda g)]^2}{\det g}.$$

Every root is double: the centres form pairs at both ends.

Let $A_i=-i\,\mathrm{tr}\langle u|\partial_i u\rangle$ and $F=\partial_1A_2-\partial_2A_1$. The half-zone definition of the invariant is

$$D=\frac1{2\pi}\left[\oint A_1(0)-\oint A_1(\tfrac12)-\int F\right]\bmod 2,$$

with frames on the boundary lines made of pairs $u(\kappa_1)$, $\Theta u(-\kappa_1)$. Both members have equal connections at opposite $\kappa_1$. Choosing $u$ as a transported eigenvector of $W$ with constant connection $-2\pi p_a$ gives $\oint A_1(0)=-4\pi\sum_a p_a$, where $p_a$ are the pair positions. Changing $p_a$ by an integer changes this by $4\pi$, which is harmless modulo 2 in $D$. At $1/2$ call the pair positions $q_a$.

Follow the centres continuously. A smooth frame on the strip gives $\int F=\oint A_1(0)-\oint A_1(1/2)$, and $\oint A_1=-2\pi\sum_n x_n$, so $\int F=2\pi\sum_n[x_n(1/2)-x_n(0)]$. Fix a number $c$ away from the end pairs and take all $p_a,q_a$ in $(c,c+1)$. Start each centre there; it ends at some $q_a+w_n$ with integer $w_n$. Then

$$D=-2\sum_a p_a+2\sum_a q_a-\Big(2\sum_a q_a+\sum_n w_n-2\sum_a p_a\Big)=-\sum_n w_n .$$

Since $w_n$ is the net number of passages through $c$, $D$ is the parity of all crossings of the line $x=c$.

The line may be bent. An interior deformation creates or removes crossings in twos, moving an end passes whole pairs, and an extra turn around the circle adds $N$ crossings, with $N$ even.

## The naive count and its repair

The naive scheme sorts the centres in $[0,1)$, joins equal ranks on successive strings, and counts crossings of a fixed line. It needs the identity of each centre, which the spectrum does not provide.

Take a honeycomb model with $a=4$ Å, defined below. At $\kappa_2=0.30$ its centres are at 2.688 and 3.814 Å; at 0.35 they are at 0.596 and 2.269 Å (60 points per string; finer strings move these values by up to 0.001 Å). Joining ranks makes both move down and reports no crossing of $x=0$. The shorter motion takes 2.688 to 2.269 and carries 3.814 through 4 to 0.596, one crossing. Joining nearest centres repairs this step, but becomes ambiguous where centres approach each other.

The freedom to bend the line removes the need for identities. On string $j$, let $G_j$ be the length of the largest empty arc and $g_j$ its middle. Run the reference curve level at $g_j$ to string $j+1$, then along that string to $g_{j+1}$. If every centre moves by less than $G_j/2$, none crosses the level part. The crossings of the other part are counted on one string:

$$D=\sum_j \#\{n:\ x_n(\kappa_{2,j+1})\text{ lies between }g_j\text{ and }g_{j+1}\}\bmod 2 .$$

Either arc between the two middles may be used, because $N$ is even. The $N$ empty arcs add to 1, so $G_j\ge1/N$, and motion below $1/(2N)$ per step is sufficient. A small distance between two centres is therefore harmless; fast motion is not.

In the step above, the largest arc runs from 3.814 up to 6.688 Å. Its half-length is 1.437 Å, and the larger motion is $4-3.814+0.596=0.782$ Å. The middle moves from 1.251 to 3.432 Å; the new centre at 2.269 Å lies between and the one at 0.596 Å does not. The count is 1. All other steps in the flow table of the numerical output count 0, so $D=1$.

## A model without inversion

The A and B sites carry potentials $\pm\lambda_v$. With $p_i=2\pi\kappa_i$, the spin blocks are

$$H_{AA}=\lambda_v+s_zf,\quad H_{BB}=-\lambda_v-s_zf,$$
$$f=2\lambda_{SO}[\sin p_1-\sin p_2-\sin(p_1-p_2)],$$
$$H_{AB}=\sum_{j=0}^2e^{i\mathbf k\cdot\mathbf R_j}[t+i\lambda_R(d_{jy}s_x-d_{jx}s_y)].$$

Here $\mathbf R_j=0,\mathbf a_1,\mathbf a_2$, with $\mathbf a_1,\mathbf a_2$ at 60°, and the bond directions $\mathbf d_j$ are $(-\sqrt3/2,-1/2)$, $(\sqrt3/2,-1/2)$, $(0,1)$. The round parameters are $t=1$, $\lambda_{SO}=0.06$, $\lambda_R=0.05$ eV. The A site is at the origin and the B site at $-(\mathbf a_1+\mathbf a_2)/3$, so $\tau_A=0$ and $\tau_B=-1/3$; the quoted centres depend on these values.

Time reversal and inversion together would make every band twofold degenerate. At $\lambda_v=0.1$ eV the valence bands at $\kappa=(0.13,0.29)$ are split by 0.136 eV, so inversion is absent.

At K, $\kappa=(2/3,1/3)$, the three phases are $1,\omega^2,\omega$ with $\omega=e^{2\pi i/3}$. Their sum vanishes, removing the $t$ term, and $f=-m$ with $m=3\sqrt3\lambda_{SO}$. The phase-weighted bond sums are $D_y=3\omega/2$ and $D_x=iD_y$. The Rashba block is thus $i\lambda_RD_y(s_x-is_y)$, which couples A↓ to B↑ with magnitude $3\lambda_R$. Their diagonal energies are $m\pm\lambda_v$. With $S=\sqrt{\lambda_v^2+9\lambda_R^2}$ the four levels are

$$m\pm S,\qquad -m\pm\lambda_v .$$

For the potentials used here the middle two are $m-S$ and $-m+\lambda_v$, so

$$E_g=|2m-\lambda_v-S| .$$

Closing requires $S=2m-\lambda_v$. Squaring and cancelling $\lambda_v^2$ gives $9\lambda_R^2=4m^2-4m\lambda_v$, or

$$\lambda_c=m-\frac{9\lambda_R^2}{4m}=0.31177-0.01804=0.29373\ \text{eV},$$

which is 0.01079 hartree. Without Rashba coupling this reduces to $\lambda_c=m$.

At 0.1 eV the K gap is 0.343 eV and $D=1$; at 0.5 eV it is 0.398 eV and $D=0$. A lattice evaluation of the half-zone formula, without Wannier centres, gives the same answers. It sums plaquette phases of $\det(V^\dagger V')$ between neighbouring points. Each boundary phase is twice

$$\arg\Big[\mathrm{Pf}B(0)^*\,\mathrm{Pf}B(\tfrac12)\prod\det(V_j^\dagger V_{j+1})\Big],\quad B=V^\dagger YV^*,$$

with the product over half the line. A frame change $V\to V\Omega$ multiplies $\mathrm{Pf}B$ by $(\det\Omega)^*$, which cancels the change of the end links.

The rule was also tested for $N=4$ with two layers coupled by 0.05 eV. Potentials 0.10 and 0.05 eV give $1+1\equiv0$; potentials 0.10 and 0.50 eV give $1+0=1$. Such a coupling shifts each level by at most 0.05 eV, less than half the smallest uncoupled gap found on the mesh.

## Why a small energy gap makes centres run

Near closing, the two middle states at K are A↑ and a mixture of B↑ and A↓ with B↑ weight $(1+\lambda_v/S)/2$. The $t$ term couples A↑ to B↑. To first order in the distance $\mathbf q$ from K, $|\sum_j e^{i\mathbf k\cdot\mathbf R_j}|=(\sqrt3/2)a|\mathbf q|$. Threefold symmetry forbids diagonal terms linear in $\mathbf q$. The result is a Dirac point with $2|M|=E_g$ and

$$\mathbf d=(vq_x,vq_y,M),\qquad v=\frac{\sqrt3}{2}at\sqrt{\frac{1+\lambda_v/S}{2}} .$$

At closing $v=3.37$ eV Å.

The Berry curvature is, up to an orientation sign, half the solid angle swept by $\mathbf d/|\mathbf d|$:

$$F=\frac{Mv^2}{2(M^2+v^2q_\parallel^2+v^2q^2)^{3/2}} .$$

Here $q_\parallel$ runs along the string and $q$ is the string's distance from K. With $\int dy\,(c^2+v^2y^2)^{-3/2}=2/(vc^2)$, integration over $q_\parallel$ leaves $Mv/(M^2+v^2q^2)$. Integrating from 0 to $q$ and dividing by $2\pi$ gives the shift of the summed centres,

$$\Delta x=\pm\frac1{2\pi}\arctan\frac{2vq}{E_g} .$$

The sign follows $M$ and reverses at the transition. From far on one side to far on the other the shift is half a period, and half of that shift occurs within $|q|<E_g/(2v)$.

At $\lambda_v=0.28973$ eV, $E_g=0.00756$ eV, or $2.78\times10^{-4}$ hartree. For $q=E_g/(2v)$ the law gives $4\times1/8=0.500$ Å; the direct shift is 0.497 Å. At $\lambda_v=0.29773$ eV it is $-0.503$ Å. The law is leading order in the gap and leaves out the slower motion from Berry curvature beyond the Dirac approximation.

## Failure across the strings

Suppose no mesh point lies at K. As $\lambda_v$ passes $\lambda_c$, the occupied spaces at all mesh points change continuously. Sufficiently close to the transition, barring an accidental tie in the count, the mesh returns one answer on both sides. One must be wrong.

With 25 steps in the half zone, potentials 0.004 eV below and above $\lambda_c$ both give $D=0$. The correct values are 1 and 0. The half-period jump has been read in the same direction both times.

The distance between adjacent strings is $\Delta k=2\pi\,\delta\kappa_2/a$. A step shifts the sum of the centres most when K is at its middle, by $(1/\pi)\arctan(v\Delta k/E_g)$. In the Dirac approximation only one occupied state changes, so from one string to the next $W$ is multiplied by a unitary matrix with a single eigenvalue different from 1. All eigenvalues of $W$ then turn the same way, and no centre moves further than the sum. For $N=2$, $G_j/2\ge1/4$, so within the Dirac approximation it is sufficient that

$$E_g>v\Delta k .$$

For 25 steps the bound is 0.105 eV, while wrong answers, found here only for $\lambda_v<\lambda_c$, begin below a gap of 0.041 eV. For 49 steps the values are 0.054 and 0.022 eV. The bound is safe here but not sharp. It is not a theorem for the lattice model, where the background motion breaks the single-eigenvalue picture slightly. At $\lambda_v=0.28973$ eV, across the step containing K on the 25-step mesh, one centre moves by about $+0.48$ period and the other by $-0.03$, so the first moves further than the sum, $0.45$.

In the Dirac law, the gap enters through $v\Delta k/E_g$. K divides its step in the same ratio on both meshes, since $50/3$ and $98/3$ have the same fractional part. The failure gap should therefore scale as $\Delta k$; the two meshes give a power of 0.95 in the output below, and 0.94 when the edges are located more finely with a converged string mesh. The scaling is a leading-order result: meshes of 49, 97 and 193 steps, which keep the same ratio, give successive powers of about 0.97 and 0.98.

## Failure along a string

Two points straddling K on one string have $\mathbf d=(\pm v\delta k/2,0,M)$. Each vector makes an angle $\alpha=\arctan(v\delta k/E_g)$ with the mass axis, taking $M>0$. The angle between them is $2\alpha$, and spinor overlap is the cosine of half that angle:

$$\sigma_{\min}=\cos\alpha=\frac{E_g}{\sqrt{E_g^2+v^2\delta k^2}} .$$

This is the smallest singular value of $M_j$; the other occupied state changes little. For $\delta\kappa_1=0.001$, $\delta k=4\pi\,\delta\kappa_1/(\sqrt3a)=0.00181$ Å$^{-1}$ and $v\delta k=0.0061$ eV. With $E_g=0.00756$ eV the law gives 0.778, as does the direct overlap. A small value warns that the polar factor is replacing a poorly resolved rotation.

On a string missing K by $q$, $M^2$ is replaced by $M^2+v^2q^2$, so $E_g$ becomes $\sqrt{E_g^2+4v^2q^2}$. The nearest coarse string, $\kappa_2=0.34$, has $q=0.0105$ Å$^{-1}$ and an effective gap of about 0.07 eV. Refining $\kappa_2$ brings strings closer to K, so it can demand a finer $\kappa_1$ mesh too.

## A warning that triggers refinement

The true motion between strings is unknown, but a lower estimate is available. Match the sorted centres under each cyclic shift, take the largest distance in each matching, and keep the smallest result. Divide it by $G_j/2$ to obtain a ratio $r$.

Could a miscount have small $r$? Take $N=2$, one centre at rest at $d$, and the other moving from 0 to $\delta$, with $0<\delta\le1/2$. Downward motion follows by reflection.

- If $d<1/2$, the largest arc is $(d,1)$. Its middle exceeds $1/2$ and is not reached, so the count is right.
- If $d\ge1/2$, take the arc $(0,d)$, so $G=d$. A miscount needs $\delta>d/2$. Matching each centre to itself then gives a ratio above 1. The exchanged matching has distances $1-d$ and $d-\delta\ge d-1/2$. Hence
$$r\ge\min\left\{1,\ \frac{2\max(1-d,\ d-1/2)}{d}\right\} .$$

After division by $d$, the first term in the maximum falls with $d$ and the second rises; they meet at $d=3/4$, where $r=2/3$. Every miscount of this kind has $r\ge2/3$. A scan of such motions found 97 miscounts, with least ratio 0.704.

More occupied bands need a lower threshold. Let one centre move up by $\delta\le1/2$ across the middle of the largest arc $(0,G)$ while the others stay at rest, and suppose $r<1$. In the best matching no centre then crosses this middle. Cut the circle there, so that the old centres lie in $[G,1]$. In this coordinate the mover goes from $y$ to $y+\delta-1$. The sum of the coordinates falls by $1-\delta\ge1/2$, so the largest matched distance $\ell$ is at least $1/(2N)$. Every new centre lies at or above $G-\ell$, while the mover ends at or below $1/2$. Hence $G\le\ell+1/2$ and
$$r=\frac{2\ell}{G}\ge\frac{2\ell}{\ell+1/2}\ge\frac2{N+1} .$$
For $N=2$ this is again $2/3$. The same argument holds when several centres move up by a total of at most $1/2$, as in the Dirac picture above: the sum of the coordinates still falls by at least $1/2$, and a centre crossing the middle still ends at or below $1/2$. The threshold $1/N$ lies below the bound for every $N\ge2$.

This fixes the scheme:

1. Compute the centres on a uniform set of strings in $0\le\kappa_2\le1/2$.
2. Evaluate $r$ for each step and insert a string halfway wherever $r>1/N$, which is $1/2$ for the two-band runs below.
3. Repeat until no step is marked, then apply the counting rule.
4. Repeat with more points along $\kappa_1$, and inspect $\sigma_{\min}$.

For the two near-critical potentials the largest coarse ratios are 0.779 and 0.676. Both runs are refined, although the second count was already right: the warning marks doubt, not error. Below $\lambda_c$, refinement raises the number of strings from 26 to 31 and changes $D$ from 0 to 1. Above it, 29 strings suffice and $D$ stays 0. The flux calculation agrees in both cases.

A uniform mesh obeying the safe bound below $\lambda_c$ would need $\delta\kappa_2<aE_g/(2\pi v)=0.0014$, about 350 steps.

The warning is not a certificate outside its assumptions. If two unresolved Dirac points in one step each move the same centre by half a period in the same direction, it returns to its starting position modulo 1 and no motion is seen. A different starting mesh and a separate search for small direct gaps guard against this. If the direct gap closes, the occupied space is undefined there, and refinement cannot supply an invariant. The numerical output below gives the full flow table and the remaining comparisons.

## Numbers as computed

```
lattice constant: 4.000 angstrom = 7.5589 bohr
hopping 1.000, spin-orbit 0.060, Rashba 0.050 eV
valence splitting at k=(0.13,0.29): 0.1357 eV
potential 0.1 eV: gap at K 0.3433 eV, Z2 flow 1, flux 1
potential 0.5 eV: gap at K 0.3985 eV, Z2 flow 0, flux 0
double layer 0.10/0.05 eV, coupling 0.05 eV: Z2 flow 0, flux 0
double layer 0.10/0.50 eV, coupling 0.05 eV: Z2 flow 1, flux 1
flow at 0.1 eV: k2, two centres, gap middle (angstrom), count
  0.00 3.280 3.280 1.280 0
  0.05 3.243 3.316 1.279 0
  0.10 3.201 3.352 1.276 0
  0.15 3.146 3.394 1.270 0
  0.20 3.067 3.451 1.259 0
  0.25 2.936 3.552 1.244 0
  0.30 2.688 3.814 1.251 0
  0.35 0.596 2.269 3.432 1
  0.40 1.083 1.887 3.485 0
  0.45 1.298 1.639 3.469 0
  0.50 1.461 1.461 3.461 0
critical potential: 0.29373 eV = 0.010794 hartree
Dirac speed at closing: 3.3680 eV angstrom
potential 0.28973 eV: gap 0.00756 eV = 0.0002777 hartree
  centre-sum shift at q=+1,+2 widths: 0.4971, 0.6990 angstrom
  arctangent law, magnitudes: 0.5000, 0.7048 angstrom
  singular value at dk1=0.001: 0.7779, law 0.7779
  coarse: 26 strings, Z2 0, largest motion ratio 0.779
  adaptive: 31 strings, Z2 1, flux 1, least dk2 0.000625
potential 0.29773 eV: gap 0.00757 eV = 0.0002781 hartree
  centre-sum shift at q=+1,+2 widths: -0.5034, -0.7116 angstrom
  arctangent law, magnitudes: 0.5000, 0.7048 angstrom
  singular value at dk1=0.001: 0.7779, law 0.7779
  coarse: 26 strings, Z2 0, largest motion ratio 0.676
  adaptive: 29 strings, Z2 0, flux 0, least dk2 0.002500
25 steps: failure below gap 0.0411 eV, safe bound 0.1054 eV
49 steps: failure below gap 0.0217 eV, safe bound 0.0539 eV
power of failure gap against spacing: 0.95
single-mover miscounts: 97, least motion ratio 0.704
```
